When High Curie Temperature and Small Moment Give Fast Demagnetization

A femtosecond laser pulse strikes a thin ferromagnetic film. The light heats the electrons first; the lattice warms later. Nickel loses much of its magnetization within a few tenths of a picosecond, while gadolinium needs tens of picoseconds for the main part of its loss (both figures are rough). Nickel has the higher Curie temperature and a far smaller atomic moment. Why should these two equilibrium properties affect a speed?

The microscopic three-temperature model gives an answer that can be worked out in full. It also shows that the trend has a condition: a higher Curie temperature speeds the loss when the electrons are heated in proportion to it. If two magnets are brought to the same absolute temperatures, the effect of the Curie temperature can reverse.

**The model**

Electrons and lattice have temperatures T_e and T_p. The magnetization m is measured relative to saturation. Each atom has moment μ = Nμ_B and is represented by N spins 1/2, each contributing one Bohr magneton; a fractional N is an average over atoms. The algebra uses atomic units, with ħ = 1, and keeps Boltzmann's constant k.

The spins feel a mean field proportional to m, so turning one spin from up to down costs an energy Δ = Jm. In equilibrium m = tanh(Δ/2kT). At the Curie temperature T_C a small m must just sustain itself: m = Jm/(2kT_C). Hence J = 2kT_C and

Δ = 2kT_C m.

A spin flip needs a partner that takes up angular momentum. Here it is the lattice: when an electron scatters from a phonon, spin-orbit coupling gives a small probability a that the event also attempts to flip one atomic spin. The electron supplies or receives Δ. We must count these events.

**How many electrons can take part**

Let f be the Fermi function at T_e, and let the density of states be constant near the Fermi level. An electron gaining energy x needs a filled initial state and an empty final one, so the available phase space is

B(x) = ∫ f(ε)[1 − f(ε + x)] dε.

Writing out the two Fermi functions gives the identity

f(ε)[1 − f(ε + x)] = [f(ε) − f(ε + x)]/(1 − e^(−x/kT_e)).

The integral of f(ε) − f(ε + x) is x, because the second function is the first shifted by x. Therefore

B(x) = x/(1 − e^(−x/kT_e)).

With n_e(x) = 1/(e^(x/kT_e) − 1), this reads, for x > 0,

B(x) = x[n_e(x) + 1], B(−x) = x n_e(x).

Cold electrons can readily accept energy but can hardly give any away.

**Fixing the scattering strength by the heat flow**

Take Debye phonons with energies E from 0 to E_D. The number of modes grows as E², and we assume equal coupling to each mode, so the scattering weight per atom is cE² dE. Phonon emission carries a factor n_p + 1 and absorption a factor n_p, where n_p is the Bose function at T_p. The power passing from electrons to lattice, per atom, is

P = c∫E²·E[(n_p + 1)B(−E) − n_p B(E)] dE
= c∫E⁴[n_e(n_p + 1) − (n_e + 1)n_p] dE
= c∫E⁴(n_e − n_p) dE.

When both temperatures are well above the phonon energies, each Bose function is kT/E − 1/2 plus terms of order E/kT. The halves cancel, and

P = ck(T_e − T_p)∫E³ dE = ck(T_e − T_p)E_D⁴/4.

The usual electron-phonon coupling g is defined by P = gV(T_e − T_p), with V the volume per atom. Thus

c = 4gV/(kE_D⁴).

The unknown matrix element has been replaced by a quantity that governs how fast electrons cool.

**The flip rates**

For an up-to-down flip the electron gives Δ to the spin. It also gives E to an emitted phonon or takes E from an absorbed one:

W↓ = ac∫E²[(n_p + 1)B(−Δ − E) + n_p B(−Δ + E)] dE.

For soft phonons, insert n_p = kT_p/E − 1/2 and expand B about −Δ. The terms proportional to 1/E add to 2(kT_p/E)B(−Δ). The terms of order E⁰ cancel: +B/2 comes from emission and −B/2 from absorption, while the two first derivatives multiplied by kT_p have opposite signs. The first correction is therefore smaller by two powers of E. To leading order,

W↓ = 2ackT_p B(−Δ)∫E dE = ackT_p E_D² B(−Δ).

Inserting c gives

W↓ = (4agVT_p/E_D²)B(−Δ), W↑ = (4agVT_p/E_D²)B(+Δ).

The lattice temperature enters through the number of phonons, and the electron temperature through B.

An attempted flip meets an up spin with probability (1 + m)/2 and a down spin with probability (1 − m)/2. One flip changes the atomic moment by two Bohr magnetons out of N, so m changes by 2/N:

dm/dt = (2/N)[−W↓(1 + m)/2 + W↑(1 − m)/2].

Let n = n_e(Δ). Then B(−Δ) = Δn and B(Δ) = Δ(n + 1), and the populations combine as

−n(1 + m) + (n + 1)(1 − m) = 1 − (2n + 1)m.

Because 2n + 1 = coth(Δ/2kT_e), and Δ/2kT_e = mT_C/T_e,

dm/dt = (4agVT_p/E_D²)(Δ/N)[1 − m coth(mT_C/T_e)].

Now use Δ = 2kT_C m:

dm/dt = (8agVk/E_D²)(T_C T_p/N)m[1 − m coth(mT_C/T_e)].

The customary form separates a rate R from dimensionless factors:

dm/dt = R m(T_p/T_C)[1 − m coth(mT_C/T_e)],

R = 8agVkT_C²/(NE_D²).

The two powers of T_C have different origins. One comes from the splitting Δ, which sets the energy scale of the electron phase space. The other appears because T_p has been written as a fraction of T_C. It expresses a choice of comparison and is not a second microscopic mechanism.

The factor 8 depends on the phonon spectrum. For a general weight w(E) in place of cE², the heat flow fixes gV = k∫wE dE, while the flips contain 2akT_p∫(w/E) dE. The result is R = 4agVkT_C²/(NE_*²), with E_*² = ∫wE dE/∫(w/E) dE. The Debye weight gives E_*² = E_D²/2 and restores the 8. A single phonon energy E_p gives E_* = E_p and a prefactor 4.

**What is held fixed?**

Define K = 8agVk/E_D² and keep it the same for the magnets compared. The loss rate is

−dm/dt = K(T_C T_p/N)m[m coth(mT_C/T_e) − 1].

Suppose first that m, T_e/T_C and T_p/T_C are all equal. The bracket is common to all the magnets and T_p is proportional to T_C, so the rate scales as T_C²/μ. If the lattices instead share one absolute temperature, while T_e/T_C and m stay equal, it scales as T_C/μ. In both cases a magnet with twice the Curie temperature has electrons twice as hot.

Now give all magnets the same absolute T_e and T_p, and start from saturation, m = 1. Since coth x − 1 = 2/(e^(2x) − 1),

−dm/dt = (KT_p/N)·2T_C/(e^(2T_C/T_e) − 1).

This falls as T_C rises. To see it, put x = 2T_C/T_e; the dependence is that of x/(e^x − 1). The sign of its derivative is that of e^x − 1 − xe^x, which vanishes at x = 0 and has derivative −xe^x, so it is negative for x > 0. The reason is physical: at saturation there are only up spins to flip, and a higher T_C makes each flip more expensive.

The same reversal holds deep in the disordered regime. For small m and T_e > T_C, coth(mT_C/T_e) is close to T_e/(mT_C), so

dm/dt = −(KT_p/N)(T_e − T_C)m.

At fixed T_e the remaining order decays more slowly in the magnet with the higher T_C. The factor 1/N survives in both cases.

**Small disturbances behave differently**

At equal absolute temperature a high T_C can still speed the return to equilibrium. A small disturbance shows this most simply. Let T_e = T_p = T < T_C, and disturb m slightly from its equilibrium value, which obeys m = tanh(mT_C/T). Write θ = T_C/T. The bracket 1 − m coth(mθ) vanishes at equilibrium, so the relaxation rate needs the derivative of the bracket alone:

1/τ = R(T/T_C)m[coth(mθ) − mθ/sinh²(mθ)].

At equilibrium coth(mθ) = 1/m, and 1/sinh² = coth² − 1 = (1 − m²)/m². Hence

1/τ = R(T/T_C)[1 − (T_C/T)(1 − m²)].

Far below T_C, m approaches 1 exponentially and the bracket approaches 1, leaving

1/τ ≈ RT/T_C = KT_C T/N.

This is the T_C/μ trend for a time constant. It holds because relaxation includes the return flips, in which a down spin gives Δ to an electron. Cold electrons accept energy with phase space B(Δ) ≈ Δ, and Δ is proportional to T_C.

The rise with T_C continues throughout the ordered phase. With y = mθ, equilibrium gives m = tanh y and θ = y coth y, so

1/τ = (KT²/N)[y coth y − y²/sinh² y].

The function y coth y increases with y, because its derivative is (sinh y cosh y − y)/sinh² y > 0. The function y/sinh y decreases, because tanh y < y. The bracket therefore increases with y; since θ also increases with y, it increases with T_C at fixed T.

Just below T_C, set θ = 1 + δ. Expanding the tanh to third order gives m² ≈ 3δ, and the bracket becomes 1 − (1 + δ)(1 − 3δ) ≈ 2δ. The rate goes to zero: this is critical slowing down, in mean field.

A short time constant does not mean a large loss. Far below T_C the equilibrium magnetization is about 1 − 2e^(−2T_C/T), so a high-T_C magnet adjusts quickly to a very small change.

**Where the factor 1/μ comes from**

The small-moment part of the trend rests on one assumption: the N spins of an atom share a single stream of flip attempts. Each successful flip removes one unit of ħ, and a large moment has more units to remove.

Suppose instead that the moment is one rigid spin S = N/2. Lowering it from its top state multiplies the rate by the ladder factor S(S + 1) − S(S − 1) = 2S = N. With the coupling and Δ unchanged, the initial fractional loss is (2/N)·NW↓ = 2W↓, and N has cancelled. For moments of 1 and 7 Bohr magnetons, shared flips give initial losses in the ratio 7 to 1; rigid moments give equal initial losses at equal Δ. Equal Δ does not mean equal T_C here: in mean field a rigid spin has T_C = (S + 1)J/(3k), three times higher for S = 7/2 than for S = 1/2. At equal T_C the larger spin has the smaller Δ, and with T_e = 2T_C its initial fractional loss is about 45% faster. The 1/μ law thus belongs to a model of the coupling and does not follow from angular momentum conservation alone.

**Three sets of parameters**

The following values are rough ones of the kind used when this model is fitted to nickel, cobalt and gadolinium. The nickel-like g equals 4×10¹⁸ W/(m³ K), several times the commonly quoted estimates near 10¹⁸; R depends on the product ag, but the electron cooling time below depends on g alone. The energy E_D is in eV, g in eV/(ps nm³ K) and V in nm³.

Nickel-like: T_C = 630 K, N = 0.6, a = 0.19, E_D = 0.036, g = 0.025, V = 0.011.

Cobalt-like: T_C = 1400 K, N = 1.7, a = 0.15, with E_D, g and V as for nickel.

Gadolinium-like: T_C = 290 K, N = 7.5, a = 0.08, E_D = 0.014, g = 0.0013, V = 0.033.

With k = 8.617×10⁻⁵ eV/K, the nickel-like rate is

R = 8·0.19·0.025·0.011·(8.617×10⁻⁵)·630²/(0.6·0.036²) = 18.4 ps⁻¹.

The other two are 25.3 ps⁻¹ for cobalt and 0.135 ps⁻¹ for gadolinium. The nickel-to-gadolinium ratio is about 136. Of this, (630/290)² = 4.7 comes from the Curie temperatures and 7.5/0.6 = 12.5 from the moments, together 59. The remaining factor, 2.3, comes mostly from the different flip probabilities a. For this pair the moment matters more than the Curie temperature.

Start each magnet in equilibrium at 0.48T_C, where m = 0.965, and hold T_e = 2T_C and T_p = 0.48T_C. Numerical integration of dt = dm/(dm/dt) gives the time to lose half the magnetization: 0.073 ps for nickel, 0.053 ps for cobalt and 9.9 ps for gadolinium. Because the reduced temperatures are equal, these times are inversely proportional to R.

Cobalt wins over nickel here with electrons at 2800 K and a lattice at 672 K, against 1260 K and 302 K. Now start both in equilibrium at 300 K, keep the lattice there and put the electrons at 1000 K. The initial losses are 6.6 ps⁻¹ for nickel and 0.70 ps⁻¹ for cobalt. The magnet with the larger R is now slower by a factor of 9.

These two differ in moment and a as well. To isolate T_C, keep the other nickel-like parameters, start from m = 1 and use the same 1000 K and 300 K. Raising T_C from 600 K to 1200 K lowers the loss from 7.2 to 3.3 ps⁻¹.

For small disturbances at 300 K the soft-phonon law gives relaxation times of 0.133 ps for nickel and 0.185 ps for cobalt. Here E_D exceeds kT, and keeping the full phonon energies and Bose functions, with the value of gV at 300 K unchanged, shortens them to about 0.12 and 0.16 ps. Cobalt is slower despite its higher T_C because T_C/N is 824 K against nickel's 1050 K, and its a is smaller.

**A pulse with a finite energy**

Hot electrons do not stay hot. Let their heat capacity per atom be γT_e, with γ = 7×10⁻⁸ eV/K² for nickel and 4×10⁻⁸ eV/K² for gadolinium, and give the lattice its classical heat capacity 3k. Flipping spins also costs energy. A change dm involves −N dm/2 net up-to-down flips, each costing 2kT_C m, so the spin energy changes by −NkT_C m dm. Taking it from the electrons gives

γT_e dT_e/dt = −gV(T_e − T_p) + NkT_C m dm/dt,

3k dT_p/dt = gV(T_e − T_p).

Raise T_e suddenly from 0.48T_C to 2T_C. For nickel this takes (γ/2)(1260² − 302²) = 0.052 eV per atom. Spread evenly over a 10 nm film, that is an absorbed fluence of 0.76 mJ/cm². Removing all the magnetic order takes NkT_C m²/2 = 0.015 eV per atom, a substantial part of the supply.

Numerical integration of the three rate equations shows the effect. Without the spin term the nickel-like m falls to 0.21; with it, to 0.37. Half of the respective loss occurs by 0.054 and 0.043 ps. Heat flow to the lattice alone cools the electrons on the scale γT_e/(gV), initially 0.32 ps. The spins add to this cooling: at first they draw 0.31 eV/ps against the lattice's 0.26, but by 0.02 ps the lattice draws more. Even with spin heat included the electrons are still at about 780 K, above T_C, when nine tenths of the loss is complete. With spin heat included the system ends at 468 K, where m = tanh(mT_C/T) gives about 0.78: a deep dip is followed by recovery. The lattice starts below its Debye temperature, where its heat capacity is about 0.91 of 3k; with the Debye heat capacity and full phonon energies the minimum, final temperature and final m become 0.36, 475 K and 0.77.

Gadolinium behaves differently. Its initial cooling time, 0.54 ps, is much shorter than the 9.9 ps needed for half-loss at held temperatures. Moreover, heating its electrons to 2T_C supplies 0.0063 eV per atom, while removing the order would take 0.087 eV. With spin heat included, m falls only to 0.95 and the final temperature is 152 K. Half of that small loss is complete by 0.16 ps. This short time reflects the shallow loss, so a half-loss time should be read together with its depth. This pulse does not reproduce the large, slow loss observed in gadolinium; the 9.9 ps belongs to held temperatures.

**Real films and memory devices**

The nickel-like time has the observed order of magnitude, but this is weak evidence for the mechanism: a was put in by hand and not calculated from the spin-orbit coupling, and the time at held temperatures is inversely proportional to it. Real pulses last a finite time, and excited electrons need perhaps 0.1 ps to reach a common temperature. That delay is comparable with the calculated 0.07 ps and could roughly double it. In gadolinium, localized 4f electrons carry most of the moment and are heated through the 5d electrons; one spin system cannot represent both steps. The model also omits spin currents and fluctuations beyond mean field.

Two other simplifications cost less for the nickel-like pulse conditions used here. Keeping the full phonon energies and Bose functions, with gV unchanged, raises the initial nickel-like rate by 4%. Letting the density of states fall to one fifth about 0.1 eV above the Fermi level, with gV and the Fermi level fixed, lowers it by about 8% for an edge smoothed on a scale of 0.02 eV, and by about 5 to 9% for scales from 0.05 down to 0.002 eV. The change is small because gV is held fixed; at fixed scattering weight c the same edge lowers the rate by more than a third and gV by about 30%. Uneven heating may matter more. Across a film of thickness L = 10 nm with a rough heat diffusivity D = 20 nm²/ps, temperature differences decay in L²/(π²D) = 0.5 ps, longer than nickel's demagnetization time. This D applies when electrons and lattice share the heat. Hot electrons that have not yet warmed the lattice spread heat faster, because their heat capacity is smaller, so the estimate shows only that uneven heating cannot be ruled out.

For a memory element the choice therefore has a price. A high T_C helps the magnet stay ordered at 300 K. It also permits fast demagnetization if the pulse raises T_e in proportion, but at fixed γ and fixed reduced temperatures the electron heat grows as T_C². For the cobalt-like case, with γ = 5×10⁻⁸ eV/K², it is 0.185 eV per atom. Put entirely into the lattice, this would add about 710 K to the starting 672 K. The spins can take up at most NkT_C m²/2 = 0.095 eV of it and the electrons keep a little, so the film ends cooler than that, but still hundreds of kelvin hotter than it began. Where the pulse energy is limited, a small moment is the safer route to speed, provided that flips are shared as assumed and T_C, γ, a, g, V and E_D are comparable. This concerns only the loss of magnetic order. Keeping a stored direction also requires magnetic anisotropy, and reversing it requires more than demagnetization.
